**Plane-wave matrix elements of a semilocal spin-orbit core potential**

For ket wavevector K and bra wavevector K', channel l gives ⟨K'|V_l^SO|K⟩ = i [2π(2l+1)/Ω] P_l'(x) F_l σ·(K̂×K̂'). Here x = K̂·K̂', P_l' is the derivative of the Legendre polynomial, Ω is the cell volume, σ are the Pauli matrices, and F_l is the integral of r² ξ_l(r) j_l(Kr) j_l(K'r), with ξ_l the radial spin-orbit function. The program builds the potential from numerical j projectors, projects the plane waves by angular quadrature, and asserts agreement with the formula for l = 1, 2 and 3 in both wavevector orders. It also asserts the angular identity, the closed Gaussian radial integral, the phase of a displaced atom, time reversal, the vanishing for collinear waves, the small-wavevector limits and the angle dependence of p and d. A separate Cartesian quadrature tests the sum over channels with a common radial function. For the model parameters the output gives spin-orbit strengths of 589 μHa for p and 23.4 μHa for d. At these wavevectors the small-wavevector forms are too large by factors of 2.46 and 2.13.

## Check in Python

```python
"""
Spin-orbit part of a semilocal relativistic core potential between plane waves.

Result under test (Hartree atomic units, S = sigma/2, ket K, bra K'):
  <K'| xi_l(r) P_l L.S P_l |K>
     = i * 2 pi (2l+1)/Omega * P_l'(x) * F_l * sigma . (Khat x K'hat)
  x   = Khat . K'hat, P_l' = derivative of the Legendre polynomial
  F_l = integral of r^2 xi_l(r) j_l(K r) j_l(K' r) dr
  xi_l = 2 (V_plus - V_minus)/(2l+1), V_plus/V_minus for j = l+1/2, l-1/2
Omega is the cell volume. All model potentials are Gaussians V exp(-alpha r^2).
The definition side uses angular quadrature and numerical j projectors.
"""
import numpy as np
from math import factorial, pi, sqrt
from numpy.polynomial.legendre import Legendre, leggauss
from numpy.polynomial.hermite import hermgauss
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import lpmv, spherical_jn, spherical_in

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)

# ---------------------------------------------------------------- model input
recip_step = 1.0                                # bohr^-1, simple cubic
omega = (2 * pi / recip_step) ** 3              # bohr^3
k_bloch = np.array([0.2, 0.5, 0.1])
k_ket = k_bloch + recip_step * np.array([1, 0, 0])
k_bra = k_bloch + recip_step * np.array([0, 0, 1])
# l: (V_minus in Ha, V_plus in Ha, alpha in bohr^-2); l = 3 is only a test case
channels = {1: (-0.50, -0.35, 0.8),
            2: (-0.30, -0.25, 1.0),
            3: (-0.23, -0.20, 1.0)}

# ------------------------------------------------------------ definition side
node, weight = leggauss(80)
r_max = 8.0
radius, radius_weight = 0.5 * r_max * (node + 1), 0.5 * r_max * weight
cos_node, cos_weight = leggauss(40)
phi_node = 2 * pi * np.arange(64) / 64
cos_grid, phi_grid = [a.ravel() for a in
                      np.meshgrid(cos_node, phi_node, indexing="ij")]
angle_weight = np.repeat(cos_weight, 64) * 2 * pi / 64
sin_grid = np.sqrt(1 - cos_grid ** 2)
directions = np.stack([sin_grid * np.cos(phi_grid),
                       sin_grid * np.sin(phi_grid), cos_grid], axis=1)


def harmonics(l, cos_theta, phi):
    """Y_lm with the usual phase, columns m = l, l-1, ..., -l."""
    columns = []
    for m in range(l, -l - 1, -1):
        a = abs(m)
        norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
        y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
        columns.append(y if m >= 0 else (-1) ** a * np.conj(y))
    return np.stack(columns, axis=-1)


def angular_momentum(l):
    """Matrices of Lx, Ly, Lz from the ladder rule, m descending."""
    m = np.arange(l, -l - 1, -1).astype(float)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j, np.diag(m)])


def j_resolved_matrix(l, v_minus, v_plus):
    """V_plus * projector(j=l+1/2) + V_minus * projector(j=l-1/2)."""
    l_dot_s = sum(np.kron(a, s / 2) for a, s in zip(angular_momentum(l), SIGMA))
    values, vectors = np.linalg.eigh(l_dot_s)
    strength = np.where(values > 0, v_plus, v_minus)
    matrix = (vectors * strength) @ vectors.conj().T
    return matrix.reshape(2 * l + 1, 2, 2 * l + 1, 2)


def project_wave(l, k, atom):
    """Components of exp(i k.r) on Y_lm about the atom, at every radius."""
    wave = np.exp(1j * (np.outer(radius, directions @ k) + k @ atom))
    y = harmonics(l, cos_grid, phi_grid)
    return wave @ (np.conj(y) * angle_weight[:, None])


def element_by_definition(l, ket, bra, atom=np.zeros(3)):
    v_minus, v_plus, alpha = channels[l]
    radial = radius_weight * radius ** 2 * np.exp(-alpha * radius ** 2)
    return np.einsum("r,rm,msnt,rn->st", radial,
                     np.conj(project_wave(l, bra, atom)),
                     j_resolved_matrix(l, v_minus, v_plus),
                     project_wave(l, ket, atom), optimize=True) / omega


def spin_part(matrix):
    return matrix - np.trace(matrix) / 2 * np.eye(2)


# --------------------------------------------------------------- formula side
def xi_amplitude(l):
    v_minus, v_plus, _ = channels[l]
    return 2 * (v_plus - v_minus) / (2 * l + 1)


def gaussian_overlap(l, alpha, k1, k2):
    """Closed form of int r^2 exp(-alpha r^2) j_l(k1 r) j_l(k2 r) dr."""
    return (sqrt(pi) / (4 * alpha ** 1.5) * np.exp(-(k1**2 + k2**2) / (4 * alpha))
            * spherical_in(l, k1 * k2 / (2 * alpha)))


def spin_vector(l, radial_integral, ket, bra):
    """Real vector b such that the spin-orbit element is i b.sigma."""
    u, v = ket / np.linalg.norm(ket), bra / np.linalg.norm(bra)
    slope = Legendre.basis(l).deriv()(u @ v)
    return 2 * pi * (2 * l + 1) / omega * slope * radial_integral * np.cross(u, v)


def spin_orbit_formula(l, ket, bra):
    f = xi_amplitude(l) * gaussian_overlap(
        l, channels[l][2], np.linalg.norm(ket), np.linalg.norm(bra))
    return 1j * np.einsum("i,ist->st", spin_vector(l, f, ket, bra), SIGMA)


def scalar_formula(l, ket, bra):
    v_minus, v_plus, alpha = channels[l]
    mean = ((l + 1) * v_plus + l * v_minus) / (2 * l + 1)
    a, b = np.linalg.norm(ket), np.linalg.norm(bra)
    return (4 * pi * (2 * l + 1) / omega * Legendre.basis(l)(ket @ bra / (a * b))
            * mean * gaussian_overlap(l, alpha, a, b))


size_ket, size_bra = np.linalg.norm(k_ket), np.linalg.norm(k_bra)
cosine = k_ket @ k_bra / (size_ket * size_bra)
cross = np.cross(k_ket, k_bra)

# ----------------------------------------------------------------------- tests
atom_shift = np.array([0.7, -0.4, 1.1])
shift_phase = np.exp(1j * (k_ket - k_bra) @ atom_shift)
largest_error = 0.0
for l in channels:
    # Gaussian radial integral against adaptive quadrature
    alpha = channels[l][2]
    numeric = quad(lambda r: r**2 * np.exp(-alpha * r**2)
                   * spherical_jn(l, size_ket * r) * spherical_jn(l, size_bra * r),
                   0, 10, epsabs=1e-13, epsrel=1e-11)[0]
    assert abs(numeric - gaussian_overlap(l, alpha, size_ket, size_bra)) < 1e-10

    # angular sum with ladder matrices against the Legendre derivative
    y_ket = harmonics(l, k_ket[2] / size_ket, np.arctan2(k_ket[1], k_ket[0]))
    y_bra = harmonics(l, k_bra[2] / size_bra, np.arctan2(k_bra[1], k_bra[0]))
    angular = np.array([y_bra @ a @ np.conj(y_ket) for a in angular_momentum(l)])
    expected = (1j * (2 * l + 1) / (4 * pi) * Legendre.basis(l).deriv()(cosine)
                * cross / (size_ket * size_bra))
    assert np.allclose(angular, expected, atol=1e-12)

    # whole element, both orders of the wavevectors
    for ket, bra in ((k_ket, k_bra), (k_bra, k_ket)):
        direct = element_by_definition(l, ket, bra)
        formula = (scalar_formula(l, ket, bra) * np.eye(2)
                   + spin_orbit_formula(l, ket, bra))
        error = np.max(np.abs(direct - formula))
        largest_error = max(largest_error, error)
        assert error < 1e-11

    # displaced atom, time reversal, collinear waves
    direct = element_by_definition(l, k_ket, k_bra)
    moved = element_by_definition(l, k_ket, k_bra, atom_shift)
    assert np.allclose(moved, shift_phase * direct, atol=1e-12)
    reversed_waves = element_by_definition(l, -k_ket, -k_bra)
    assert np.allclose(SIGMA[1] @ reversed_waves.conj() @ SIGMA[1], direct,
                       atol=1e-12)
    collinear = element_by_definition(l, k_ket, 0.6 * k_ket)
    assert np.max(np.abs(spin_part(collinear))) < 1e-12

# small-wavevector limits; the neglected terms are of relative order K^2/alpha
moment = {l: xi_amplitude(l) * np.sum(
    radius_weight * radius ** (2 * l + 2) * np.exp(-channels[l][2] * radius**2))
    for l in (1, 2)}


def small_k_vector(l, ket, bra):
    factor = 2 * pi / (3 * omega) if l == 1 else 2 * pi / (15 * omega) * (ket @ bra)
    return factor * moment[l] * np.cross(ket, bra)


for l in (1, 2):
    ket, bra = 0.02 * k_ket, 0.02 * k_bra
    direct = spin_part(element_by_definition(l, ket, bra))
    limit = 1j * np.einsum("i,ist->st", small_k_vector(l, ket, bra), SIGMA)
    assert np.max(np.abs(direct - limit)) < 1e-3 * np.max(np.abs(limit))

# angle dependence from the definition, both wavevectors of length 1 bohr^-1
angles = (45, 90, 135)
angle_table = {}
for l in (1, 2):
    for degrees in angles:
        t = np.radians(degrees)
        m = spin_part(element_by_definition(
            l, np.array([1.0, 0, 0]), np.array([np.cos(t), np.sin(t), 0])))
        angle_table[l, degrees] = m[0, 0].imag
assert abs(angle_table[1, 45] / angle_table[1, 90] - np.sin(pi / 4)) < 1e-8
assert abs(angle_table[1, 45] - angle_table[1, 135]) < 1e-12
assert abs(angle_table[2, 90]) < 1e-12 and angle_table[2, 45] > 1e-6
assert abs(angle_table[2, 45] + angle_table[2, 135]) < 1e-12

# one common xi in all channels: the sum must be the element of xi(r) L.S,
# computed directly in Cartesian space from L exp(iK.r) = (r x K) exp(iK.r)
common_alpha, common_xi = channels[1][2], xi_amplitude(1)
h_node, h_weight = hermgauss(32)
x, y, z = np.meshgrid(h_node, h_node, h_node, indexing="ij")
points = np.stack([x.ravel(), y.ravel(), z.ravel()], axis=1) / sqrt(common_alpha)
volume_weight = np.einsum("i,j,k->ijk", h_weight, h_weight, h_weight).ravel()
volume_weight = volume_weight / common_alpha ** 1.5
wave_product = np.exp(1j * points @ (k_ket - k_bra))
cartesian = common_xi / (2 * omega) * (
    (volume_weight * wave_product) @ np.cross(points, k_ket))
partial = [spin_vector(l, common_xi * gaussian_overlap(
    l, common_alpha, size_ket, size_bra), k_ket, k_bra) for l in range(1, 16)]
full_vector = np.sum(partial, axis=0)
assert np.allclose(cartesian, 1j * full_vector, atol=1e-12)
q = np.linalg.norm(k_bra - k_ket)
local_integral = quad(lambda r: r**3 * common_xi * np.exp(-common_alpha * r**2)
                      * spherical_jn(1, q * r) / q, 0, 10,
                      epsabs=1e-13, epsrel=1e-11)[0]
assert np.allclose(cartesian, 2j * pi / omega * cross * local_integral, atol=1e-11)
share = [(np.sum(partial[:n], axis=0) @ cross) / (full_vector @ cross)
         for n in (1, 2)]

# ---------------------------------------------------------------------- output
print(f"cell volume Omega = {omega:.4f} bohr^3")
print("K  (ket) =", np.round(k_ket, 3), "bohr^-1")
print("K' (bra) =", np.round(k_bra, 3), "bohr^-1")
print(f"|K| = {size_ket:.5f} bohr^-1, |K'| = {size_bra:.5f} bohr^-1")
print(f"K.K' = {k_ket @ k_bra:.4f} bohr^-2, cos(angle) = {cosine:.5f}")
print("K x K' =", np.round(cross, 4), "bohr^-2")
for l, name in ((1, "p"), (2, "d")):
    v_minus, v_plus, alpha = channels[l]
    f = xi_amplitude(l) * gaussian_overlap(l, alpha, size_ket, size_bra)
    b = spin_vector(l, f, k_ket, k_bra)
    m = spin_orbit_formula(l, k_ket, k_bra)
    size = np.linalg.norm(b)
    print(f"--- {name} channel: alpha = {alpha:.2f} bohr^-2")
    print(f"V(j=l-1/2) = {v_minus:.3f} Ha, V(j=l+1/2) = {v_plus:.3f} Ha")
    print(f"xi amplitude = {xi_amplitude(l):.4f} Ha")
    print(f"Bessel argument KK'/(2 alpha) = {size_ket*size_bra/(2*alpha):.5f}")
    print(f"radial integral F = {f:.6e} Ha bohr^3")
    print(f"P_l'(cos) = {Legendre.basis(l).deriv()(cosine):.5f}")
    print("vector b (element = i b.sigma) =", np.round(1e6 * b, 3), "microHa")
    print(f"up-up element   = {1e6*m[0,0].real:.3f} {1e6*m[0,0].imag:+.3f} i microHa")
    print(f"up-down element = {1e6*m[0,1].real:.3f} {1e6*m[0,1].imag:+.3f} i microHa")
    print(f"|b| = {1e6*size:.3f} microHa = {1e3*size*HARTREE_EV:.4f} meV")
    scalar = scalar_formula(l, k_ket, k_bra)
    print(f"scalar part of the same channel = {1e6*scalar:.2f} microHa")
    ratio = np.linalg.norm(small_k_vector(l, k_ket, k_bra)) / size
    print(f"radial moment of xi, r^{2*l+2} = {moment[l]:.6f} Ha bohr^{2*l+3}")
    print(f"small-K form / full element = {ratio:.4f}")
print("--- i sigma_z coefficient, |K| = |K'| = 1 bohr^-1, microHa")
for degrees in angles:
    p_value = 1e6 * angle_table[1, degrees]
    d_value = 1e6 * angle_table[2, degrees] + 0.0
    d_value = 0.0 if abs(d_value) < 1e-6 else d_value
    print(f"angle {degrees:3d} deg: p = {p_value:.3f}, d = {d_value:.3f}")
print("--- same xi (that of p) in every channel")
print(f"|b| of full sum = {1e6*np.linalg.norm(full_vector):.3f} microHa")
print(f"share of p = {share[0]:.4f}, of p + d = {share[1]:.4f}")
print("--- atom displaced to", atom_shift, "bohr")
print(f"phase factor = {shift_phase.real:.5f} {shift_phase.imag:+.5f} i")
print(f"largest definition-formula difference below 1e-11 Ha: {largest_error < 1e-11}")
print("verified")
```

Output:

```
cell volume Omega = 248.0502 bohr^3
K  (ket) = [1.2 0.5 0.1] bohr^-1
K' (bra) = [0.2 0.5 1.1] bohr^-1
|K| = 1.30384 bohr^-1, |K'| = 1.22474 bohr^-1
K.K' = 0.6000 bohr^-2, cos(angle) = 0.37573
K x K' = [ 0.5 -1.3  0.5] bohr^-2
--- p channel: alpha = 0.80 bohr^-2
V(j=l-1/2) = -0.500 Ha, V(j=l+1/2) = -0.350 Ha
xi amplitude = 0.1000 Ha
Bessel argument KK'/(2 alpha) = 0.99804
radial integral F = 8.361344e-03 Ha bohr^3
P_l'(cos) = 1.00000
vector b (element = i b.sigma) = [ 198.947 -517.262  198.947] microHa
up-up element   = 0.000 +198.947 i microHa
up-down element = -517.262 +198.947 i microHa
|b| = 588.830 microHa = 16.0229 meV
scalar part of the same channel = -1909.89 microHa
radial moment of xi, r^4 = 0.116113 Ha bohr^5
small-K form / full element = 2.4640
--- d channel: alpha = 1.00 bohr^-2
V(j=l-1/2) = -0.300 Ha, V(j=l+1/2) = -0.250 Ha
xi amplitude = 0.0200 Ha
Bessel argument KK'/(2 alpha) = 0.79844
radial integral F = 1.770823e-04 Ha bohr^3
P_l'(cos) = 1.12720
vector b (element = i b.sigma) = [  7.916 -20.581   7.916] microHa
up-up element   = 0.000 +7.916 i microHa
up-down element = -20.581 +7.916 i microHa
|b| = 23.428 microHa = 0.6375 meV
scalar part of the same channel = 174.54 microHa
radial moment of xi, r^6 = 0.033234 Ha bohr^7
small-K form / full element = 2.1270
--- i sigma_z coefficient, |K| = |K'| = 1 bohr^-1, microHa
angle  45 deg: p = 385.764, d = 17.326
angle  90 deg: p = 545.553, d = 0.000
angle 135 deg: p = 385.764, d = -17.326
--- same xi (that of p) in every channel
|b| of full sum = 776.584 microHa
share of p = 0.7582, of p + d = 1.0348
--- atom displaced to [ 0.7 -0.4  1.1] bohr
phase factor = 0.92106 -0.38942 i
largest definition-formula difference below 1e-11 Ha: True
verified
```
